# Moving Corners and Fans in One-Dimensional Surface Erosion: a program that tests the result

```python
# RESULT UNDER TEST
# A height h(x,t) eroded as h_t = -R(h_x) has slope p = h_x obeying
# p_t + R(p)_x = 0. Slope jumps are corners of speed [R]/[p]. Under vanishing
# smoothing eps*h_xx, a top edge min(p_w*x,0) evolves to
# min over 0<=p<=p_w of (p*x-R(p)*t); a foot has the corresponding maximum.
# R: vertical erosion rate, nm/s; p: slope; theta=arctan(p); eps: nm^2/s.
# Model yield: Y=Y0*q**f*exp(-S*(q-1)), q=1/cos(theta), vertical ion beam.
import numpy as np
import sympy as sp
from scipy.constants import e
from scipy.optimize import brentq

current_mA_cm2 = 0.5
normal_yield = 0.5
atom_density = 50.0       # atoms/nm^3
f_yield, S_yield = 2.5, 1.0
wall_angle = np.deg2rad(75.0)
step_height = 1000.0     # nm
etch_time = 600.0        # s
cascade_length = 2.0     # nm
ion_flux = current_mA_cm2 * 10.0 / e * 1e-18   # ions/(nm^2 s)
R0 = ion_flux * normal_yield / atom_density
p_wall = np.tan(wall_angle)


def rate(p):
    q = np.sqrt(1 + np.asarray(p)**2)
    return R0 * q**f_yield * np.exp(-S_yield * (q - 1))


def wave_speed(p):
    q = np.sqrt(1 + np.asarray(p)**2)
    return rate(p) * (f_yield / q - S_yield) * p / q


def degrees(p):
    return np.rad2deg(np.arctan(p))


# Geometry: a circle expanding with unit-free normal speed v
xs, ts, vs = sp.symbols('x t v', positive=True)
front = -sp.sqrt(vs**2 * ts**2 - xs**2)
residual = sp.diff(front, ts) + vs * sp.sqrt(1 + sp.diff(front, xs)**2)
assert abs(float(residual.subs({xs: 1, ts: 3, vs: 2}).evalf())) < 1e-12

p_samples = np.linspace(0, p_wall, 1501)
fd_speed = (rate(p_samples + 1e-5) - rate(p_samples - 1e-5)) / 2e-5
assert np.max(abs(fd_speed - wave_speed(p_samples))) < 1e-7
max_speed = np.max(abs(wave_speed(p_samples)))

# Smooth ripple: Fourier solution of the height equation before breaking
ripple_length, ripple_amp = 200.0, 10.0
k_ripple = 2 * np.pi / ripple_length
t_break = 1 / (R0 * (f_yield - S_yield) * ripple_amp * k_ripple**2)
labels = np.linspace(-100, 100, 20001)
initial_slope = -ripple_amp * k_ripple * np.sin(k_ripple * labels)
compression = -np.gradient(wave_speed(initial_slope), labels)
assert abs(1 / np.max(compression) / t_break - 1) < 1e-4
n_fourier = 128
x_ripple = np.arange(n_fourier) * ripple_length / n_fourier
k = 2 * np.pi * np.fft.fftfreq(n_fourier, ripple_length / n_fourier)
h_ripple = ripple_amp * np.cos(k_ripple * x_ripple)


def ripple_rhs(h):
    return -rate(np.fft.ifft(1j * k * np.fft.fft(h)).real)


t_test = 0.6 * t_break
dt = t_test / 500
for _ in range(500):
    a = ripple_rhs(h_ripple)
    b = ripple_rhs(h_ripple + dt * a / 2)
    c = ripple_rhs(h_ripple + dt * b / 2)
    d = ripple_rhs(h_ripple + dt * c)
    h_ripple = h_ripple + dt * (a + 2*b + 2*c + d) / 6
coeff = np.fft.fft(h_ripple) / n_fourier
xi = labels[::200]
p_xi = initial_slope[::200]
x_char = xi + wave_speed(p_xi) * t_test
h_char = (ripple_amp * np.cos(k_ripple * xi)
          + (p_xi * wave_speed(p_xi) - rate(p_xi)) * t_test)
h_fourier = (np.exp(1j * np.outer(x_char, k)) @ coeff).real
ripple_error = np.max(abs(h_fourier - h_char))
assert ripple_error < 1e-4
crest_growth = np.sum(k**2 * coeff).real / (ripple_amp * k_ripple**2)
assert abs(crest_growth / (1 / (1 - 0.6)) - 1) < 1e-3

# Wave structure predicted by the tangent constructions
p_peak = np.sqrt((f_yield / S_yield)**2 - 1)
p_top = brentq(lambda p: p * wave_speed(p) - rate(p) + R0, 0.5, p_peak)
s_top = (rate(p_top) - R0) / p_top
p_foot = brentq(lambda p: (p_wall - p) * wave_speed(p)
                - rate(p_wall) + rate(p), 0.0, 1.0)
s_foot = (rate(p_wall) - rate(p_foot)) / (p_wall - p_foot)
assert np.all(rate(p_samples) <= R0 + s_top * p_samples + 1e-10)
jump = np.linspace(p_foot, p_wall, 1000)
assert np.all(rate(jump) >= rate(p_foot) + s_foot*(jump-p_foot) - 1e-10)
x_foot0 = -step_height / p_wall
fan_edge = wave_speed(p_wall) * etch_time
foot_corner = x_foot0 + s_foot * etch_time
meet_time = -x_foot0 / (s_foot - wave_speed(p_wall))
assert meet_time > etch_time and foot_corner < fan_edge


def top_height(x, t):
    planes = np.outer(x, p_samples) - rate(p_samples) * t
    return np.min(planes, axis=1)


def foot_height(x, t):
    planes = np.outer(x - x_foot0, p_samples) - rate(p_samples) * t
    return -step_height + np.max(planes, axis=1)


def evolve(h, dx, left_slope, right_slope, duration, eps):
    # Smoothed height equation; no corner or envelope rule is supplied.
    assert max_speed * dx / 2 <= eps
    steps = int(np.ceil(duration * eps / (0.4 * dx**2)))
    step = duration / steps

    def rhs(y):
        out = np.empty_like(y)
        slope = (y[2:] - y[:-2]) / (2 * dx)
        bend = (y[2:] - 2*y[1:-1] + y[:-2]) / dx**2
        out[1:-1] = -rate(slope) + eps * bend
        out[0], out[-1] = -rate(left_slope), -rate(right_slope)
        return out

    for _ in range(steps):
        k1 = rhs(h)
        k2 = rhs(h + step * k1)
        h = h + step * (k1 + k2) / 2
    return h


# Top edge alone: two-sided bound and convergence
eps_rough = R0 * cascade_length
smoothing_rows = []
for divisor, dx in ((1, 1.0), (4, 0.5), (16, 0.25)):
    eps = eps_rough / divisor
    x = np.arange(-300, 300 + dx/2, dx)
    h = evolve(np.minimum(p_wall*x, 0), dx, p_wall, 0.0, etch_time, eps)
    limit = top_height(x, etch_time)
    bound = p_wall * np.sqrt(eps * etch_time / np.pi)
    assert np.max(h - limit) < 1e-6
    assert np.max(limit - h) <= bound + 0.01
    smoothing_rows.append((eps, np.max(limit - h), bound))
for coarse, fine in zip(smoothing_rows, smoothing_rows[1:]):
    assert coarse[1] / fine[1] > 1.8

# An unsplit top corner also obeys height continuity, but is not selected
s_sharp = (rate(p_wall) - R0) / p_wall
x_sharp = s_sharp * etch_time
h_sharp = -R0 * etch_time
h_selected = top_height(np.array([x_sharp]), etch_time)[0]
h_numeric = np.interp(x_sharp, x, h)
assert abs(h_numeric-h_selected) < 0.1 * abs(h_numeric-h_sharp)

# Complete step: numerical corner positions, fan slopes and height
dx = 0.125
eps_step = eps_rough / 32
x = np.arange(-500, 300 + dx/2, dx)
h = evolve(np.clip(p_wall*x, -step_height, 0), dx,
           0.0, 0.0, etch_time, eps_step)
slope = np.gradient(h, dx)
top_numeric = x[np.where(slope > p_top/2)[0][-1]]
foot_numeric = x[np.where(slope > (p_foot+p_wall)/2)[0][0]]
assert abs(top_numeric - s_top*etch_time) < 3.0
assert abs(foot_numeric - foot_corner) < 1.5
fan_p = np.linspace(p_top, p_wall, 3000)
fan_x = wave_speed(fan_p) * etch_time
inside = (x > fan_edge + 20) & (x < s_top*etch_time - 20)
fan_prediction = np.interp(x[inside], fan_x[::-1], fan_p[::-1])
fan_error = np.max(abs(slope[inside] - fan_prediction))
assert fan_error < 0.05
xc, hc = x[::8], h[::8]
divide = (foot_corner + fan_edge) / 2
formula = np.where(xc < divide, foot_height(xc, etch_time),
                   top_height(xc, etch_time))
step_error = np.max(abs(hc - formula))
step_bound = p_wall * np.sqrt(eps_step * etch_time / np.pi)
assert step_error < step_bound

# Neglected in-plane angular spread of the beam
beam_sigma_deg = 3.0
nodes, weights = np.polynomial.hermite.hermgauss(21)
alpha = np.sqrt(2) * np.deg2rad(beam_sigma_deg) * nodes


def spread_rate(p):
    theta = np.arctan(np.atleast_1d(p))
    cosine = np.maximum(np.cos(theta[:, None] - alpha), 1e-3)
    q = 1 / cosine
    values = R0 * q**f_yield * np.exp(-S_yield*(q-1))
    values *= cosine / np.cos(theta)[:, None]
    return values @ weights / np.sqrt(np.pi)


p_scan = np.linspace(0.01, p_wall, 4000)
spread_chords = (spread_rate(p_scan) - spread_rate(0.0)[0]) / p_scan
best = np.argmax(spread_chords)

# Neglected floor-to-surface redeposition: cosine emission, full sticking
uz = -(np.arange(400) + 0.5)[:, None] / 400
phi = 2*np.pi*(np.arange(400) + 0.5)[None, :] / 400
ux = np.sqrt(1-uz**2) * np.cos(phi)
redeposition = []
for p in (p_top, p_wall):
    theta = np.arctan(p)
    view = 2*np.mean(np.maximum(ux*np.sin(theta)+uz*np.cos(theta), 0))
    assert abs(view - (1-np.cos(theta))/2) < 1e-3
    redeposition.append(view * R0 / (rate(p)*np.cos(theta)))

# Neglected specular ions: floor flux gain if every wall ion reflected
beam = np.array([0.0, -1.0])
normal = np.array([-np.sin(wall_angle), np.cos(wall_angle)])
reflected = beam - 2*np.dot(beam, normal)*normal
landing = 1 + reflected[0] * p_wall / (-reflected[1])
reflection_gain = 1 / abs(landing)

print(f"Ion current density: {current_mA_cm2:.2f} mA/cm2")
print(f"Ion flux: {ion_flux:.3f} ions/(nm2 s)")
print(f"Normal yield: {normal_yield:.2f} atoms/ion")
print(f"Atom density: {atom_density:.1f} atoms/nm3")
print(f"Yield parameters f, S: {f_yield:.2f}, {S_yield:.2f}")
print(f"Flat etch rate R0: {R0:.4f} nm/s = {60*R0:.2f} nm/min")
print(f"Step height, etch time: {step_height:.0f} nm, {etch_time:.0f} s")
print(f"Wall angle, slope: {degrees(p_wall):.1f} deg, {p_wall:.4f}")
print(f"Wall vertical rate: {rate(p_wall):.4f} nm/s")
print(f"Yield-peak angle, slope: {degrees(p_peak):.2f} deg, {p_peak:.4f}")
print(f"Peak yield / normal yield: {rate(p_peak)/R0:.4f}")
print(f"Top facet angle, slope: {degrees(p_top):.2f} deg, {p_top:.4f}")
print(f"Top facet vertical rate: {rate(p_top):.4f} nm/s")
print(f"Top corner speed: {s_top:.4f} nm/s = {60*s_top:.2f} nm/min")
peak_chord = (rate(p_peak)-R0)/p_peak
print(f"Chord speed using yield peak: {peak_chord:.4f} nm/s")
print(f"Top corner x, formula: {s_top*etch_time:.2f} nm")
print(f"Top corner x, numerical: {top_numeric:.2f} nm")
print(f"Flat surface lowering: {R0*etch_time:.2f} nm")
print(f"Fan-wall edge speed: {wave_speed(p_wall):.4f} nm/s")
print(f"Fan-wall edge x: {fan_edge:.2f} nm")
for p in (p_top, np.tan(np.pi/3), p_peak, np.tan(np.deg2rad(70)), p_wall):
    xp = wave_speed(p)*etch_time
    hp = p*xp-rate(p)*etch_time
    print(f"Fan angle, x, h: {degrees(p):.2f} deg, {xp:.2f} nm, {hp:.2f} nm")
print(f"Foot fan end angle, slope: {degrees(p_foot):.2f} deg, {p_foot:.4f}")
print(f"Foot corner speed: {s_foot:.4f} nm/s")
print(f"Initial foot x: {x_foot0:.2f} nm")
print(f"Foot corner x, formula: {foot_corner:.2f} nm")
print(f"Foot corner x, numerical: {foot_numeric:.2f} nm")
print(f"Top and foot waves meet: {meet_time:.1f} s")
print(f"Inadmissible sharp corner x, h: {x_sharp:.2f}, {h_sharp:.2f} nm")
print(f"Selected height at that x: {h_selected:.2f} nm")
print(f"Ripple wavelength, amplitude: {ripple_length:.0f}, {ripple_amp:.0f} nm")
print(f"Ripple breaking time: {t_break:.2f} s")
print(f"Crest curvature growth at 0.6 tb: {crest_growth:.5f}")
print(f"Ripple height test error: {ripple_error:.2e} nm")
for eps, error, bound in smoothing_rows:
    print(f"eps, height loss, bound: {eps:.4f} nm2/s, {error:.2f}, {bound:.2f} nm")
print(f"Full-step smoothing eps: {eps_step:.4f} nm2/s")
print(f"Full-step height error, bound: {step_error:.2f}, {step_bound:.2f} nm")
print(f"Fan slope test error: {fan_error:.4f}")
print(f"Rough cascade length: {cascade_length:.1f} nm")
print(f"Beam spread, standard deviation: {beam_sigma_deg:.1f} deg")
print(f"Facet angle with beam spread: {degrees(p_scan[best]):.2f} deg")
print(f"Top corner speed with spread: {spread_chords[best]:.4f} nm/s")
print(f"Redeposition/removal at top facet: {redeposition[0]:.3f}")
print(f"Redeposition/removal on wall: {redeposition[1]:.3f}")
print(f"Foot ion-flux gain per reflected fraction: {reflection_gain:.3f}")
print("checks complete")
```

Running it gives:

```
Ion current density: 0.50 mA/cm2
Ion flux: 31.208 ions/(nm2 s)
Normal yield: 0.50 atoms/ion
Atom density: 50.0 atoms/nm3
Yield parameters f, S: 2.50, 1.00
Flat etch rate R0: 0.3121 nm/s = 18.72 nm/min
Step height, etch time: 1000 nm, 600 s
Wall angle, slope: 75.0 deg, 3.7321
Wall vertical rate: 0.5225 nm/s
Yield-peak angle, slope: 66.42 deg, 2.2913
Peak yield / normal yield: 2.2050
Top facet angle, slope: 56.12 deg, 1.4891
Top facet vertical rate: 0.6080 nm/s
Top corner speed: 0.1988 nm/s = 11.93 nm/min
Chord speed using yield peak: 0.1641 nm/s
Top corner x, formula: 119.26 nm
Top corner x, numerical: 120.12 nm
Flat surface lowering: 187.25 nm
Fan-wall edge speed: -0.1781 nm/s
Fan-wall edge x: -106.88 nm
Fan angle, x, h: 56.12 deg, 119.26 nm, -187.25 nm
Fan angle, x, h: 60.00 deg, 84.36 nm, -243.54 nm
Fan angle, x, h: 66.42 deg, 0.00 nm, -412.88 nm
Fan angle, x, h: 70.00 deg, -54.45 nm, -549.34 nm
Fan angle, x, h: 75.00 deg, -106.88 nm, -712.37 nm
Foot fan end angle, slope: 7.04 deg, 0.1236
Foot corner speed: 0.0573 nm/s
Initial foot x: -267.95 nm
Foot corner x, formula: -233.55 nm
Foot corner x, numerical: -233.38 nm
Top and foot waves meet: 1138.0 s
Inadmissible sharp corner x, h: 33.83, -187.25 nm
Selected height at that x: -339.34 nm
Ripple wavelength, amplitude: 200, 10 nm
Ripple breaking time: 216.45 s
Crest curvature growth at 0.6 tb: 2.50000
Ripple height test error: 1.36e-10 nm
eps, height loss, bound: 0.6242 nm2/s, 18.57, 40.75 nm
eps, height loss, bound: 0.1560 nm2/s, 6.56, 20.37 nm
eps, height loss, bound: 0.0390 nm2/s, 2.19, 10.19 nm
Full-step smoothing eps: 0.0195 nm2/s
Full-step height error, bound: 1.21, 7.20 nm
Fan slope test error: 0.0056
Rough cascade length: 2.0 nm
Beam spread, standard deviation: 3.0 deg
Facet angle with beam spread: 55.61 deg
Top corner speed with spread: 0.1960 nm/s
Redeposition/removal at top facet: 0.204
Redeposition/removal on wall: 0.855
Foot ion-flux gain per reflected fraction: 0.866
checks complete
```
